**Gaussian thickness averaging and depolarisation of an isotropic film**

The program tests $1-P^2=D_\Delta+D_\Psi$ for a transparent film whose patches of different thickness add incoherently. Here $P^2=\bar N^2+\bar C^2+\bar S^2$ is formed from the averaged, normalised Mueller elements, and $D_\Delta$ and $D_\Psi$ are the contributions from differences in the ellipsometric angles $\Delta$ and $\Psi$. Reflection amplitudes solved from the field boundary conditions are used to build and average Mueller matrices by quadrature; the program asserts that these agree with the closed series and the pair formula. It also asserts the small-$\sigma$ law, the linear-$\Delta$ case, the broad-distribution limit and the dependence on input polarisation, where $\sigma$ is the standard deviation of thickness. Two-patch cases confirm that different $\Psi$ alone depolarises, while different reflectance at equal $r_p/r_s$ does not. For a mean thickness of 800 Å and $\sigma=40$ Å, the output gives $1-P^2=0.0482$, with $D_\Delta=0.0321$ and $D_\Psi=0.0161$. A scan at $\sigma=20$ Å shows $1-P^2$ varying from 0.0026 to 0.0388 with mean thickness.

## Numerical verification

```python
"""Depolarisation of an isotropic film with a Gaussian thickness distribution.

Result under test: for Stokes vectors added over thickness d (mean d0, standard
deviation sigma), the averaged normalised Mueller elements N, C, S obey
    1 - P^2 = D_delta + D_psi,      P^2 = N^2 + C^2 + S^2,
where D_delta comes from differences of Delta and D_psi from differences of Psi.
rp, rs: reflection amplitudes; rho = rp/rs = tan(Psi) exp(i Delta);
a, b: air/film and film/substrate interface coefficients; z = exp(i q d).
A = <|rp|^2>, B = <|rs|^2>, G = <rp conj(rs)>.  Fields vary as exp(-i omega t).
Lengths in angstrom, photon energy in eV; q is first formed in atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc

# ---------------------------------------------------------------- model input
energy_ev = 2.5
angle_deg = 65.0
film_index = 2.0
substrate_index = 4.0 + 0.5j
mean_d = 800.0
sigmas = [10.0, 20.0, 40.0, 80.0]
main_sigma = 40.0

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_ang = const.physical_constants["Bohr radius"][0] * 1e10
c_au = 1.0 / const.fine_structure

eps = np.array([1.0, film_index**2, substrate_index**2], dtype=complex)
sin2 = np.sin(np.radians(angle_deg))**2
kz = np.sqrt(eps - sin2)                      # in units of omega/c
q_au = 2 * (energy_ev / hartree_ev) / c_au * kz[1].real
q = q_au / bohr_ang                           # 1/angstrom
period = 2 * np.pi / q
wavelength = const.h * const.c / (energy_ev * const.e) * 1e10
assert abs(q - 4 * np.pi * kz[1].real / wavelength) < 1e-9 * q

admittance = {"p": kz / eps, "s": kz}
front, back = {}, {}
for pol, y in admittance.items():
    front[pol] = ((y[0] - y[1]) / (y[0] + y[1])).real
    back[pol] = (y[1] - y[2]) / (y[1] + y[2])


# ------------------------------------------------------------ derived formulas
def airy(pol, d):
    a, b, z = front[pol], back[pol], np.exp(1j * q * np.asarray(d))
    return (a + b * z) / (1 + a * b * z)


def log_slope(pol, d):
    """d ln r / dd from the closed form."""
    a, b, z = front[pol], back[pol], np.exp(1j * q * np.asarray(d))
    return 1j * q * z * b * (1 - a * a) / ((a + b * z) * (1 + a * b * z))


def harmonics(pol, count=50):
    a, b = front[pol], back[pol]
    k = np.arange(1, count)
    return np.concatenate(([a], b * (1 - a * a) * (-a * b)**(k - 1)))


coef = {pol: harmonics(pol) for pol in "ps"}
orders = np.arange(len(coef["p"]))
order_gap = orders[:, None] - orders[None, :]


def series_average(d0, sigma):
    factor = np.exp(1j * order_gap * q * d0 - 0.5 * (order_gap * q * sigma)**2)
    A = (coef["p"] @ factor @ coef["p"].conj()).real
    B = (coef["s"] @ factor @ coef["s"].conj()).real
    G = coef["p"] @ factor @ coef["s"].conj()
    return A, B, G


def reduced(A, B, G):
    """N, C + iS and 1 - P^2."""
    loss = 4 * (A * B - abs(G)**2) / (A + B)**2
    return (B - A) / (A + B), 2 * G / (A + B), loss


def small_sigma_slopes(d):
    rho = airy("p", d) / airy("s", d)
    psi = np.arctan(abs(rho))
    slope = log_slope("p", d) - log_slope("s", d)
    return psi, np.angle(rho), 0.5 * np.sin(2 * psi) * slope.real, slope.imag


# Gaussian quadrature nodes for a unit normal distribution
nodes, weights = np.polynomial.hermite_e.hermegauss(80)
weights = weights / weights.sum()


def split_loss(d0, sigma):
    """D_delta and D_psi from single integrals."""
    d = d0 + sigma * nodes
    A, B, G = series_average(d0, sigma)
    N, CS, _ = reduced(A, B, G)
    Q = 2 * np.sum(weights * abs(airy("p", d) * airy("s", d))) / (A + B)
    return Q**2 - abs(CS)**2, 1 - N**2 - Q**2


# ------------------------------------------------------- independent reference
def solved_amplitude(pol, d):
    """Reflection amplitude from continuity of the tangential fields."""
    y0, y1, y2 = admittance[pol]
    e = np.exp(0.5j * q * d)
    matrix = np.array([[1, -1, -1, 0],
                       [-y0, -y1, y1, 0],
                       [0, e, 1 / e, -1],
                       [0, y1 * e, -y1 / e, -y2]])
    return np.linalg.solve(matrix, np.array([-1, -y0, 0, 0]))[0]


pauli = np.array([[[1, 0], [0, 1]], [[1, 0], [0, -1]],
                  [[0, 1], [1, 0]], [[0, -1j], [1j, 0]]])


def mueller_average(rp, rs, w):
    """Weighted sum of Mueller matrices from the trace definition."""
    total = np.zeros((4, 4))
    for p, s, weight in zip(rp, rs, w):
        J = np.diag([p, s])
        total += weight * 0.5 * np.einsum("iab,bc,jcd,ad->ij", pauli, J,
                                          pauli, J.conj(), optimize=True).real
    return total


def loss_of(M):
    """1 - P^2, from the polarisation of 45-degree light after the sample."""
    out = M @ np.array([1.0, 0.0, 1.0, 0.0])
    return 1 - np.sum(out[1:]**2) / out[0]**2


# Averaged Mueller matrix and the pair formula, for every sigma
for sigma in sigmas:
    d = mean_d + sigma * nodes
    rp = np.array([solved_amplitude("p", x) for x in d])
    rs = np.array([solved_amplitude("s", x) for x in d])
    M = mueller_average(rp, rs, weights)
    A, B, G = series_average(mean_d, sigma)
    N, CS, loss = reduced(A, B, G)
    C, S = CS.real, CS.imag
    block = 0.5 * (A + B) * np.array([[1, -N, 0, 0], [-N, 1, 0, 0],
                                      [0, 0, C, S], [0, 0, -S, C]])
    assert np.allclose(M, block, atol=1e-10)
    assert abs(loss_of(M) - loss) < 1e-9
    index = np.sqrt((np.sum(M**2) - M[0, 0]**2) / (3 * M[0, 0]**2))
    assert abs(index - np.sqrt((1 + 2 * (1 - loss)) / 3)) < 1e-9
    psi, delta = np.arctan(abs(rp / rs)), np.angle(rp / rs)
    w = weights * (abs(rp)**2 + abs(rs)**2)
    w = w / w.sum()
    pair_w = np.outer(w, w)
    pair_delta = 2 * np.sum(pair_w * np.outer(np.sin(2 * psi), np.sin(2 * psi))
                            * np.sin((delta[:, None] - delta) / 2)**2)
    pair_psi = 2 * np.sum(pair_w * np.sin(psi[:, None] - psi)**2)
    assert abs(pair_delta + pair_psi - loss) < 1e-9
    assert np.allclose(split_loss(mean_d, sigma), (pair_delta, pair_psi),
                       atol=1e-9)
    if sigma == main_sigma:
        main_M, main = M, (A, B, G, N, C, S, loss, index)

# Polarisation left in arbitrary fully polarised input light
A, B, G, N, C, S, main_loss, main_index = main
rng = np.random.default_rng(1)
vectors = rng.normal(size=(4000, 3))
vectors /= np.linalg.norm(vectors, axis=1)[:, None]
out = np.column_stack([np.ones(len(vectors)), vectors]) @ main_M.T
sampled = 1 - np.sum(out[:, 1:]**2, axis=1) / out[:, 0]**2
x = vectors[:, 0]
assert np.allclose(sampled, (1 - x**2) * main_loss / (1 - N * x)**2, atol=1e-9)
worst_loss = main_loss / (1 - N**2)
assert sampled.max() <= worst_loss + 1e-9
assert sampled.max() > 0.999 * worst_loss

# Slopes against finite differences; small-sigma law by extrapolation to zero
psi0, delta0, dpsi, ddelta = small_sigma_slopes(mean_d)
h = 0.01
ratio = [solved_amplitude("p", mean_d + t) / solved_amplitude("s", mean_d + t)
         for t in (-h, h)]
assert abs((np.arctan(abs(ratio[1])) - np.arctan(abs(ratio[0]))) / (2 * h)
           - dpsi) < 1e-8
assert abs(np.angle(ratio[1] / ratio[0]) / (2 * h) - ddelta) < 1e-8
law_delta = (np.sin(2 * psi0) * ddelta)**2
law_psi = 4 * dpsi**2
law = law_delta + law_psi
scaled = [np.array(split_loss(mean_d, s)) / s**2 for s in (1.0, 2.0)]
limit = (4 * scaled[0] - scaled[1]) / 3       # removes the next order, sigma^2
assert np.all(abs(limit - [law_delta, law_psi]) < 1e-5 * law)

# Linear Delta at constant Psi and reflectance
test_psi, test_phase = 0.6, 0.7
M = mueller_average(np.sin(test_psi) * np.exp(1j * test_phase * nodes),
                    np.cos(test_psi) * np.ones(80), weights)
assert abs(loss_of(M) - np.sin(2 * test_psi)**2
           * (1 - np.exp(-test_phase**2))) < 1e-10

# Two patches: equal rho but unequal reflectance, then equal Delta, unequal Psi
half = [0.5, 0.5]
same_rho = mueller_average([0.3 + 0.1j, 0.9 + 0.3j], [0.5, 1.5], half)
assert abs(loss_of(same_rho)) < 1e-12
patch_psi = np.radians([25.0, 45.0])
only_psi = mueller_average(np.sin(patch_psi), np.cos(patch_psi), half)
only_psi_loss = loss_of(only_psi)
assert abs(only_psi_loss - np.sin(patch_psi[1] - patch_psi[0])**2) < 1e-12
only_delta = mueller_average(np.sqrt(0.5) * np.exp(1j * np.radians([0, 40])),
                             np.sqrt(0.5) * np.ones(2), half)
only_delta_loss = loss_of(only_delta)
assert abs(only_delta_loss - np.sin(np.radians(20))**2) < 1e-12

# Saturation for a very broad distribution: uniform average over one period
grid = np.arange(200) * period / 200
M = mueller_average([solved_amplitude("p", t) for t in grid],
                    [solved_amplitude("s", t) for t in grid],
                    np.full(200, 1 / 200))


def equal_orders(u, v):
    a1, b1, a2, b2 = front[u], back[u], front[v], np.conj(back[v])
    return a1 * a2 + b1 * b2 * (1 - a1**2) * (1 - a2**2) / (1 - a1 * a2 * b1 * b2)


saturated = reduced(equal_orders("p", "p").real, equal_orders("s", "s").real,
                    equal_orders("p", "s"))[2]
assert abs(loss_of(M) - saturated) < 1e-10

# Turns of Delta per thickness period, and extremes of depolarisation
fine = 200 + np.linspace(0, period, 1401)
angle = np.unwrap(np.angle(airy("p", fine) / airy("s", fine)))
turns = (angle[-1] - angle[0]) / (2 * np.pi)
assert abs(turns - 1) < 1e-9
scan_sigma = 20.0
fine_loss = np.array([reduced(*series_average(t, scan_sigma))[2] for t in fine])
i_max, i_min = fine_loss.argmax(), fine_loss.argmin()

# -------------------------------------------------------------------- printing
deg = np.degrees
print(f"photon energy {energy_ev} eV, incidence {angle_deg} deg")
print(f"film index {film_index}, substrate index {substrate_index}")
print(f"hartree {hartree_ev:.6f} eV, bohr {bohr_ang:.6f} A, c {c_au:.4f} a.u.")
print(f"q {q:.6f} 1/A, thickness period {period:.2f} A")
for pol in "ps":
    print(f"interface {pol}: a {front[pol]:.5f}, b {back[pol]:.5f}")
print(f"mean thickness {mean_d} A")
print(f"weight below d=0 at sigma {sigmas[-1]} A:",
      f"{0.5 * erfc(mean_d / sigmas[-1] / np.sqrt(2)):.1e}")
print("thickness (A), Psi (deg), Delta (deg), R:")
for t in (mean_d - main_sigma, mean_d, mean_d + main_sigma):
    p, dl, _, _ = small_sigma_slopes(t)
    R = 0.5 * (abs(airy("p", t))**2 + abs(airy("s", t))**2)
    print(f"  {t:.0f}  {deg(p):.3f}  {deg(dl):.3f}  {R:.5f}")
print(f"slopes at mean: dPsi/dd {deg(dpsi):.5f}, dDelta/dd {deg(ddelta):.5f} deg/A")
print(f"small-sigma coefficient {law:.4e} 1/A^2 (Delta {law_delta:.4e},",
      f"Psi {law_psi:.4e})")
N0, CS0, _ = reduced(*series_average(mean_d, 0.0))
print(f"single thickness: N {N0:.5f}, C {CS0.real:.5f}, S {CS0.imag:.5f}")
print(f"averaged, sigma {main_sigma} A: A {A:.6f}, B {B:.6f}, G {G:.6f}")
print(f"  M00 {main_M[0, 0]:.6f}, N {N:.5f}, C {C:.5f}, S {S:.5f}")
print(f"  1-P^2 {main_loss:.5f}, P {np.sqrt(1 - main_loss):.5f},",
      f"depolarisation index {main_index:.5f}")
print(f"  worst input s1/s0 {N:.5f}: 1-DOP^2 {worst_loss:.5f},",
      f"DOP {np.sqrt(1 - worst_loss):.5f}")
print("sigma (A), 1-P^2, D_delta, D_psi, sigma^2 law, linear-Delta D_delta:")
for sigma in sigmas:
    dd, dp = split_loss(mean_d, sigma)
    linear = np.sin(2 * psi0)**2 * (1 - np.exp(-(ddelta * sigma)**2))
    print(f"  {sigma:.0f}  {dd + dp:.5f}  {dd:.5f}  {dp:.5f}",
          f" {law * sigma**2:.5f}  {linear:.5f}")
print(f"saturated 1-P^2 {saturated:.5f}, P {np.sqrt(1 - saturated):.5f}")
print(f"turns of Delta per thickness period {turns:.4f}")
print(f"scan, sigma {scan_sigma} A: d (A), Psi, Delta (deg),",
      "dDelta/dd (deg/A), D_delta, D_psi")
for t in range(200, 1601, 200):
    p, dl, _, sl = small_sigma_slopes(t)
    dd, dp = split_loss(t, scan_sigma)
    print(f"  {t}  {deg(p):.2f}  {deg(dl):.2f}  {deg(sl):.4f}  {dd:.5f}  {dp:.5f}")
print(f"largest 1-P^2 {fine_loss[i_max]:.5f} at {fine[i_max]:.0f} A")
print(f"smallest 1-P^2 {fine_loss[i_min]:.5f} at {fine[i_min]:.0f} A")
print(f"two patches, Psi 25 and 45 deg, equal Delta: 1-P^2 {only_psi_loss:.5f}")
print(f"two patches, Delta 0 and 40 deg, Psi 45 deg: 1-P^2 {only_delta_loss:.5f}")
print("every check passed")
```

Printed output:

```
photon energy 2.5 eV, incidence 65.0 deg
film index 2.0, substrate index (4+0.5j)
hartree 27.211386 eV, bohr 0.529177 A, c 137.0360 a.u.
q 0.004518 1/A, thickness period 1390.84 A
interface p: a -0.02660, b 0.29730+0.05378j
interface s: a -0.61676, b -0.37737-0.05624j
mean thickness 800.0 A
weight below d=0 at sigma 80.0 A: 7.6e-24
thickness (A), Psi (deg), Delta (deg), R:
  760  39.072  48.275  0.13190
  800  34.891  60.494  0.15807
  840  31.415  70.353  0.18717
slopes at mean: dPsi/dd -0.09651, dDelta/dd 0.27032 deg/A
small-sigma coefficient 3.0950e-05 1/A^2 (Delta 1.9600e-05, Psi 1.1350e-05)
single thickness: N 0.34561, C 0.46216, S 0.81668
averaged, sigma 40.0 A: A 0.103254, B 0.215904, G 0.070971+0.126609j
  M00 0.159579, N 0.35296, C 0.44474, S 0.79340
  1-P^2 0.04815, P 0.97563, depolarisation index 0.98382
  worst input s1/s0 0.35296: 1-DOP^2 0.05500, DOP 0.97211
sigma (A), 1-P^2, D_delta, D_psi, sigma^2 law, linear-Delta D_delta:
  10  0.00309  0.00196  0.00113  0.00310  0.00196
  20  0.01230  0.00789  0.00441  0.01238  0.00781
  40  0.04815  0.03210  0.01605  0.04952  0.03081
  80  0.17451  0.12992  0.04459  0.19808  0.11692
saturated 1-P^2 0.52933, P 0.68605
turns of Delta per thickness period 1.0000
scan, sigma 20.0 A: d (A), Psi, Delta (deg), dDelta/dd (deg/A), D_delta, D_psi
  200  20.81  -124.91  0.2144  0.00246  0.00013
  400  26.38  -84.63  0.1955  0.00295  0.00102
  600  42.89  -31.37  0.4441  0.02352  0.00475
  800  34.89  60.49  0.2703  0.00789  0.00441
  1000  23.50  102.71  0.1984  0.00256  0.00045
  1200  19.75  145.13  0.2263  0.00251  0.00005
  1400  19.04  -168.15  0.2353  0.00256  0.00000
  1600  20.96  -122.95  0.2130  0.00246  0.00014
largest 1-P^2 0.03880 at 663 A
smallest 1-P^2 0.00255 at 1490 A
two patches, Psi 25 and 45 deg, equal Delta: 1-P^2 0.11698
two patches, Delta 0 and 40 deg, Psi 45 deg: 1-P^2 0.11698
every check passed
```
